Quadratic Stark Shift of a Hard-Wall Well's Ground Subband, Derived Twice

**A large voltage drop and a small shift**

Take a silicon channel 5.0 nm thick, with hard walls, confinement mass 0.92 electron masses and a uniform field of 0.10 MV/cm across it. The potential energy changes by 0.0500 eV from wall to wall, three times the zero-field ground energy of 0.0163 eV. Yet the ground level, measured from the potential at the centre, moves by only −0.0016 eV. Two questions follow: why is the shift so small, and how does it depend on the width?

**The model**

The algebra uses atomic units (ħ = e = mₑ = 1), so m is the effective mass in electron masses. The band is parabolic. The walls stand at x = −L/2 and x = +L/2, and the wavefunction vanishes there. The field F points along +x, so the electron has potential energy Fx and is pushed towards −x. The Hamiltonian is

H = H₀ + Fx,  H₀ = −(1/2m) d²/dx².

The zero of potential is at the centre. Moving it to a wall would add ±FL/2 to every level, a change of reference and not a response of the electron.

Without the field, the energies are

εₙ = n²π²/(2mL²),  n = 1, 2, 3, …

With k = π/L, the ground state is φ₁ = √(2/L) cos kx. States with odd n are even cosines; states with even n are the odd functions φₙ = √(2/L) sin(nkx).

Write the perturbed state as φ₁ + χ + ψ₂ + …, with χ of order F and ψ₂ of order F², and the energy as ε₁ + E⁽¹⁾ + E⁽²⁾ + …. The first-order energy F⟨φ₁|x|φ₁⟩ vanishes because its integrand is odd. The terms of first and second order in the Schrödinger equation are then

(H₀ − ε₁)χ = −Fxφ₁,

(H₀ − ε₁)ψ₂ = −Fxχ + E⁽²⁾φ₁.

Multiply the second equation by φ₁ and integrate. The left side gives zero, because φ₁ and ψ₂ both vanish at the walls and H₀ can be moved onto φ₁. Hence

E⁽²⁾ = F⟨φ₁|x|χ⟩.

The two derivations differ in how they find χ.

**First derivation: solving the first-order equation**

Since ε₁ = k²/(2m), multiplying the first-order equation by −2m gives

χ″ + k²χ = 2mFx √(2/L) cos kx.

The source contains cos kx, which itself solves the homogeneous equation, so the polynomial factors in χ must reach one degree higher than in the source. The source is odd, so try

χ = √(2/L) [(ax² + b) sin kx + cx cos kx].

Differentiating twice, we find

(x² sin kx)″ + k²x² sin kx = 2 sin kx + 4kx cos kx,

(x cos kx)″ + k²x cos kx = −2k sin kx,

while b sin kx contributes nothing. Matching the x cos kx terms gives 4ka = 2mF. Matching the sin kx terms gives 2a − 2kc = 0. Therefore

a = mF/(2k),  c = a/k.

At x = L/2, kx = π/2, so the cosine vanishes and the sine is 1. The wall condition is aL²/4 + b = 0, or b = −aL²/4. By oddness the other wall is satisfied too. The result is

χ = √(2/L) (mF/2k) [(x² − L²/4) sin kx + (x/k) cos kx].

A multiple of φ₁ could still be added, but the usual choice ⟨φ₁|χ⟩ = 0 excludes it, and the odd function χ already meets that choice.

Now insert χ in the energy:

E⁽²⁾ = (mF²/(kL)) ∫ x cos kx [(x² − L²/4) sin kx + (x/k) cos kx] dx,

taken between the walls. Put u = kx. Both terms then carry a factor k⁻⁴, and kL = π, so

E⁽²⁾ = (mF²L⁴/π⁵) J,

J = ∫ [u(u² − π²/4) sin u cos u + u² cos²u] du,  −π/2 ≤ u ≤ π/2.

The fourth power of L has appeared before J, a pure number, is evaluated. With sin u cos u = ½ sin 2u and cos²u = ½(1 + cos 2u), three integrations by parts are needed over the same range:

∫ u sin 2u du = π/2,

∫ u² cos 2u du = 0 − ∫ u sin 2u du = −π/2,

∫ u³ sin 2u du = π³/8 + (3/2)∫ u² cos 2u du = π³/8 − 3π/4.

Together with ∫ u² du = π³/12, these give

J = ½(π³/8 − 3π/4) − (π²/8)(π/2) + ½(π³/12) − ½(π/2)
 = π³/24 − 5π/8
 = −π(15 − π²)/24.

The quadratic Stark shift is therefore

E⁽²⁾ = −C m F² L⁴,  C = (15 − π²)/(24π⁴) = 0.0021945.

In ordinary units, with m now the full effective mass, the right side becomes −C m e²F²L⁴/ħ².

**Second derivation: summing over subbands**

The other road expands χ in the unperturbed states. Projecting the first-order equation onto φₙ gives (εₙ − ε₁)⟨φₙ|χ⟩ = −Fxₙ, where xₙ = ⟨φₙ|x|φ₁⟩. Hence

E⁽²⁾ = −F² Σ xₙ²/(εₙ − ε₁),

where parity restricts the sum to n = 2, 4, 6, ….

For the dipoles, use 2 sin(nkx) cos kx = sin((n+1)kx) + sin((n−1)kx). For odd q, integration by parts gives

∫ x sin(qkx) dx = 2L² sin(qπ/2)/(q²π²),

since cos(qπ/2) = 0 removes the boundary term. For even n, sin((n+1)π/2) = (−1)^(n/2), and sin((n−1)π/2) has the opposite sign. Thus

xₙ = (2L/π²)(−1)^(n/2) [1/(n+1)² − 1/(n−1)²],

|xₙ| = 8nL/[π²(n² − 1)²].

Since εₙ − ε₁ = (n² − 1)π²/(2mL²), the shift becomes

E⁽²⁾ = −(128mF²L⁴/π⁶) S,  S = Σ n²/(n² − 1)⁵.

This form shows where the fourth power comes from: two powers of L belong to the squared dipole, and two to the inverse level spacing.

To sum the series, let d = 2/(n² − 1). Because n² = (n² − 1) + 1,

S = Σ [1/(n² − 1)⁴ + 1/(n² − 1)⁵] = (1/32) Σ (2d⁴ + d⁵).

Let p = 1/(n − 1) and q = 1/(n + 1). Then p − q = d and pq = d/2. As n runs over 2, 4, 6, …, p runs over the reciprocals of 1, 3, 5, …, and q over the same list without its first member. So Σ(pʲ − qʲ) = 1 for every positive integer j, the case j = 1 being read as the limit of the telescoping partial sums.

The even powers need the sums λ₂ and λ₄ of 1/r² and 1/r⁴ over odd r. Both follow from expansions on a well of unit width, |v| ≤ ½, in the functions √2 cos(rπv). The constant 1 has coefficients of size 2√2/(rπ). Its squared norm is 1, so 8λ₂/π² = 1 and λ₂ = π²/8. The function g = ¼ − v² vanishes at the walls and has −g″ = 2, so its coefficients are those of the constant times 2/(rπ)². The overlap of g with 1 is ¼ − 1/12 = 1/6, so 16λ₄/π⁴ = 1/6 and λ₄ = π⁴/96.

Write Dⱼ = Σ dʲ. The identities needed, each obtained from p − q = d and pq = d/2, are

p² + q² = d² + d,

p³ − q³ = d³ + (3/2)d²,

p⁴ + q⁴ = (d² + d)² − d²/2 = d⁴ + 2d³ + d²/2,

p⁵ − q⁵ = d[(p⁴ + q⁴) + pq(p² + q²) + p²q²] = d⁵ + (5/2)d⁴ + (5/4)d³.

Summing them in turn, with D₁ = 1, gives

D₂ = 2λ₂ − 1 − D₁ = π²/4 − 2,

D₃ = 1 − (3/2)D₂ = 4 − 3π²/8,

D₄ = 2λ₄ − 1 − 2D₃ − D₂/2 = π⁴/48 + 5π²/8 − 8,

D₅ = 1 − (5/2)D₄ − (5/4)D₃ = 16 − 5π⁴/96 − 35π²/32.

In the combination 2D₄ + D₅ the integers cancel:

2D₄ + D₅ = −π⁴/96 + 5π²/32 = π²(15 − π²)/96.

Thus S = π²(15 − π²)/3072, and multiplication by 128/π⁶ returns C = (15 − π²)/(24π⁴).

**What each derivation assumes**

Both assume a parabolic band, hard walls, a fixed uniform field and a response small enough for second-order perturbation theory. They need different information about the unperturbed well.

The differential equation needs φ₁, ε₁ and the wall conditions. It uses no excited state, and it delivers the distorted wavefunction in closed form. Its success depends on finding a solution for the particular source; here trigonometric functions times low polynomials suffice.

The sum needs every odd excited state, its energy and its dipole, and it assumes that these states are complete for odd functions in the well. In return it shows which subbands respond. The second subband alone supplies 99.868 % of C. Every term lowers the ground level, so cutting the sum short underestimates the size of the second-order shift. For a finite-depth well whose outer regions extend to infinity, the sum would also have to include continuum states, whereas the first-order equation would keep its form with different boundary conditions.

**Why the shift is small**

Eliminating m in favour of ε₁ gives

E⁽²⁾/ε₁ = −(π²C/2)(FL/ε₁)² = −0.0108 (FL/ε₁)².

In the example FL/ε₁ = 3.058, and the ratio is −0.101. The wall-to-wall drop overstates the disturbance. What matters is the amplitude mixed in from the second subband,

F|x₂|/(ε₂ − ε₁) = [16/(27π²)] FL/ε₁ = 0.060 FL/ε₁,

which is 0.18 here. Its square agrees with the squared norm of the whole first-order admixture, ⟨χ|χ⟩ = 0.034, which the output labels "Norm".

For numbers, the law reads

E⁽²⁾ = −2.880×10⁻⁴ m L⁴F² eV,

with L in nm and F in MV/cm. The example gives

−2.880×10⁻⁴ × 0.92 × 5⁴ × 0.10² = −0.001656 eV,

or −6.09×10⁻⁵ hartree, for a width of 50 angstrom.

The mean position to first order is ⟨x⟩ = 2⟨φ₁|x|χ⟩ = 2E⁽²⁾/F = −0.33 nm, towards the side of lower potential energy. The field energy F⟨x⟩ is therefore 2E⁽²⁾. Since the total change is E⁽²⁾, the kinetic energy must rise by |E⁽²⁾|: half of the gain from the field is spent on squeezing the electron.

The second subband behaves differently. The ground state below pushes it up, while the states above push it down. In the example the upward push wins, and a grid calculation gives +0.00047 eV.

**Where the fourth power holds, and where it fails**

The fourth power refers to fixed field and mass. At fixed voltage drop FL, the same formula gives a shift proportional to L².

Reflection of x changes F to −F without changing the levels, so the correction after F² is of order F⁴. Its size can be found without perturbation theory. In a uniform field the Schrödinger equation is solved by the Airy functions Ai(s) and Bi(s), with s = (2mF)^(1/3)(x − E/F). A combination vanishes at both walls, where s takes the values s₋ and s₊, when

Ai(s₋)Bi(s₊) − Ai(s₊)Bi(s₋) = 0.

For the example this condition gives −0.001627 eV, so the quadratic law is too large in magnitude by 1.8 % of the Airy value. At 0.20 MV/cm the excess is 6.7 %. At 0.002 MV/cm, the Airy energies for widths of 5 and 10 nm give a local width exponent of 3.999. At 0.10 MV/cm the same pair of widths gives 3.35.

The fall of the exponent marks the approach to another regime. The field sets its own length, ℓ = (2mF)^(−1/3), which satisfies

(L/ℓ)³ = π²FL/ε₁.

For the example L/ℓ = 3.1. When L is much larger than ℓ, the electron sits against one wall and no longer feels the other. Its energy is then −FL/2 plus an amount independent of L, so at fixed field the shift from the centre grows linearly with L at leading order.

**Beside a real silicon channel**

The parameters are rough values for a thin silicon-on-insulator channel with (100) surfaces in weak inversion; strong inversion can bring fields several times higher, where the quadratic law becomes poor. A real wall has a finite height. With an oxide barrier of 3.1 eV and oxide mass 0.5, the wavefunction reaches into the oxide as if each wall stood 0.085 nm further out. The fourth power turns this into (1 + 0.171/5)⁴ = 1.144, and a finite-barrier calculation at weak field gives 1.145. At 0.10 MV/cm the shift becomes −0.00186 eV. Electron repulsion at 10¹¹ cm⁻², in a mean-field calculation that places all electrons in the ground subband and leaves out exchange and image charges, changes the hard-wall value to −0.00160 eV. This value is measured from the mean of the potentials at the two walls, because the repulsion also alters the potential at the centre. That sheet changes the field by 0.0155 MV/cm from one wall to the other, so at about 6×10¹¹ cm⁻² this change would rival the applied field, and the total field inside the channel would be far from uniform. With hard walls, an extra atomic layer of 0.136 nm raises the shift by 11 % and also lowers the zero-field level by 0.00085 eV, half as much as the Stark shift itself. At 300 K the thermal energy is 0.0259 eV, about sixteen times the shift, and with hard walls, in the nondegenerate limit, the ground subband holds 66 % of the electrons. Another 24 % are in valleys with confinement mass 0.19, whose hard-wall shift at equal width and weak field is about a fifth as large. These three figures are sensitive to the wall. The effective extension of each wall scales inversely with the channel mass and reaches about 0.4 nm for the light valleys. With the 3.1 eV barrier their lowest level falls from 0.079 to 0.058 eV, the occupations become roughly 51 % and 40 %, and their shift is about a third of the heavy-valley value. For tunnelling through 2 nm of oxide, an estimate that keeps only the attempt rate and the exponential decay gives a level width of roughly 10⁻¹³ eV. Reflection at the interfaces, left out of this estimate and of the printed value, makes the width smaller still, so it is negligible here. The 0.05 eV drop across the channel is far below the band gap of about 1.1 eV, and the oxide field of 0.30 MV/cm is far below the rough breakdown scale of 10 MV/cm. These estimates belong to a single-band effective-mass model, not to a measured device; the remaining figures are in the numerical output below.

Table of computed values

```
Coefficient C, closed form: 0.00219452
Coefficient C, sum over states: 0.00219452
Share of C from second subband: 99.868 %
Max relative error of psi1 against grid: 8.6e-05
Weak-field kinetic rise / |shift|: 0.99987
Field for width and mass tests: 0.002 MV/cm
Width exponent, 2.5 to 5 nm: 3.99999
Width exponent, 5 to 10 nm: 3.99933
Shift ratio, mass 0.19 to 0.92: 0.20652
Remainder ratio, field 0.01 to 0.02 MV/cm: 15.979
Channel width: 5.0 nm = 50 angstrom
Confinement mass: 0.92 electron masses
Internal field: 0.10 MV/cm
Zero-field ground energy: 0.016349 eV
Potential drop across channel: 0.0500 eV
Drop / ground energy: 3.058
Practical coefficient: 2.87996e-04 eV/(nm^4 (MV/cm)^2)
Quadratic shift: -0.001656 eV = -6.0856e-05 hartree
Airy shift: -0.001627 eV
First-order mean displacement: -0.3312 nm
Norm of first-order admixture: 0.03373
Field 0.02 MV/cm: quadratic -0.000066 eV, Airy -0.000066 eV, excess 0.07 %
Field 0.05 MV/cm: quadratic -0.000414 eV, Airy -0.000412 eV, excess 0.46 %
Field 0.10 MV/cm: quadratic -0.001656 eV, Airy -0.001627 eV, excess 1.80 %
Field 0.20 MV/cm: quadratic -0.006624 eV, Airy -0.006207 eV, excess 6.72 %
Width exponent at 0.1 MV/cm, 5 to 10 nm: 3.346
Oxide barrier: 3.1 eV; oxide mass: 0.5
Oxide thickness each side: 2.0 nm
Finite-barrier shift at 0.1 MV/cm: -0.001856 eV
Effective width extension per wall: 0.0854 nm
Weak-field soft/hard shift ratio, grid: 1.1451
Same ratio from effective width: 1.1438
Sheet density for repulsion: 1.0e+11 cm^-2
Field scale of that sheet: 0.0155 MV/cm
Shift with Hartree repulsion: -0.001601 eV
Temperature: 300 K; thermal energy: 0.02585 eV
Ground-subband occupation: 66.1 %
Higher subbands, same valleys: 9.5 %
Light-confinement-mass valleys: 24.4 %
Second-subband shift at 0.1 MV/cm: 0.000466 eV
Atomic-layer thickness step: 0.1358 nm
Ground-energy change from wider step: -0.000853 eV
Stark-shift factor from wider step: 1.1131
Tunnelling width, order of magnitude: 9e-14 eV
Silicon band gap, rough: 1.12 eV
Oxide field: 0.30 MV/cm
```
